# Threshold shift from a thin acceptor sheet in a MOS depletion region

A shallow acceptor implant raises the threshold voltage of an n-channel MOS transistor, because the gate must balance the negative charge of the added acceptors. If a dose $D$ per area were simply added to the existing charge, the threshold would rise by $qD/C$, where $C$ is the oxide capacitance per area. But acceptors at a finite depth also use up part of the band bending. If the surface potential is held fixed, less of it is left for the uniformly doped region, whose depletion edge moves towards the surface. Some bulk acceptors are then no longer uncovered, and the threshold rises by less than $qD/C$. The question is by how much, and up to what dose the answer holds.

## Setting and assumptions

The semiconductor fills $x>0$, with the oxide interface at $x=0$. It has permittivity $\varepsilon$ and uniform acceptor density $N$. A sheet of $D$ acceptors per area lies at depth $s>0$; $D$ counts only acceptors inside the semiconductor. The elementary charge is $q>0$, and $v=k_BT/q$ is the thermal voltage.

The potential $\phi(x)$ is zero in the deep bulk and positive for downward band bending. Its surface value is $\phi(0)=\psi$. The field $E=-d\phi/dx$ is positive when it points into the semiconductor.

The assumptions are these.

1. The problem is one-dimensional: the channel is long and wide compared with the depletion width.
2. The depletion edge is sharp. For $x<W$ there are no mobile carriers and every acceptor carries charge $-q$; for $x>W$ the material is neutral and field-free.
3. The inversion charge at threshold is neglected in the charge balance.
4. The sheet changes neither the gate work function nor the oxide charge.
5. Threshold is defined by a given value of $\psi$, the same with and without the sheet.

The fifth assumption has a direct meaning. In equilibrium the electron density at the surface is $n(0)=n_b e^{\psi/v}$, where $n_b$ is the density in the deep bulk. The doping between surface and bulk doesn't enter, so fixed $\psi$ means fixed surface electron density. The usual choice $\psi=2v\ln(N/n_i)$, with $n_b=n_i^2/N$, gives $n(0)=N$.

## Two lemmas

**Lemma 1 (gate balance).** Let $M$ be the number of uncovered acceptors per area. The gate voltage at threshold is
$$V_T=V_0+\psi+\frac{qM}{C},$$
where $V_0$ is the same with and without the sheet.

*Proof.* The gate voltage is the sum of the band bending $\psi$, the voltage across the oxide, and a constant $V_0$. This constant contains the work-function difference between the gate and the deep bulk, and the effect of oxide charge. The sheet alters neither. By Gauss's law, the gate charge needed to balance the semiconductor charge $-qM$ is $+qM$, which gives an oxide voltage $qM/C$. $\square$

**Lemma 2 (first moment).** If the total acceptor density is $\rho(x)$ and the depletion edge is at $W$, then
$$\psi=\frac{q}{\varepsilon}\int_0^W x\,\rho(x)\,dx .$$

*Proof.* Poisson's equation is $dE/dx=-q\rho/\varepsilon$. Since $E(W)=0$, integration from $x$ to $W$ gives
$$E(x)=\frac{q}{\varepsilon}\int_x^W\rho(y)\,dy .$$
The surface potential is the integral of this field:
$$\psi=\int_0^W E\,dx=\frac{q}{\varepsilon}\int_0^W dx\int_x^W dy\,\rho(y).$$
For a given $y$, the variable $x$ runs from $0$ to $y$. Exchanging the order of integration therefore produces the factor $y$, which proves the statement. $\square$

Without the sheet, $\rho=N$ and the width $W_0$ obeys
$$\psi=\frac{qNW_0^2}{2\varepsilon},\qquad W_0=\sqrt{\frac{2\varepsilon\psi}{qN}} .$$

## The threshold shift

**Theorem.** Let $0<s<W_0$ and $0<D\le D_c$, where
$$D_c=\frac{N(W_0^2-s^2)}{2s}.$$
At fixed $\psi$, the depletion width with the sheet is
$$W=\sqrt{W_0^2-\frac{2Ds}{N}},$$
and the threshold shift is
$$\Delta V_T=\frac{q}{C}\left[D-N(W_0-W)\right]=\frac{qD}{C}\left[1-\frac{2s}{W_0+W}\right].$$
It satisfies $0<\Delta V_T<qD/C$.

*Proof.* Suppose that the edge lies at or beyond the sheet and that the whole sheet is uncovered. Behind the sheet the field is $(qN/\varepsilon)(W-x)$. In front of it there is an additional constant field $qD/\varepsilon$. In Lemma 2 the uniform doping contributes $NW^2/2$ and the sheet contributes $Ds$:
$$\psi=\frac{q}{\varepsilon}\left(\frac{NW^2}{2}+Ds\right).$$
The same $\psi$ equals $qNW_0^2/(2\varepsilon)$. Equating the two and multiplying by $2\varepsilon/(qN)$ gives
$$W^2+\frac{2Ds}{N}=W_0^2,$$
which is the stated width. The supposition requires $W\ge s$, that is $W_0^2-2Ds/N\ge s^2$, or $D\le D_c$.

The uncovered acceptors number $M=NW+D$ with the sheet and $M_0=NW_0$ without it. In the difference of the two gate voltages from Lemma 1, $V_0$ and $\psi$ cancel, so
$$\Delta V_T=\frac{q}{C}(NW+D-NW_0),$$
the first form. For the second, factorise the difference of squares:
$$(W_0-W)(W_0+W)=\frac{2Ds}{N}\quad\Rightarrow\quad N(W_0-W)=\frac{2Ds}{W_0+W}.$$
Inserting this and taking out $D$ gives the second form. Since $W_0>s$ and $W\ge s$, the sum $W_0+W$ exceeds $2s$, so the bracket is positive. Since $s>0$, it is less than one. $\square$

**Remark (slope and small dose).** Differentiating $W^2=W_0^2-2Ds/N$ at fixed $\psi$ and $s$ gives $2W\,dW/dD=-2s/N$, so $dW/dD=-s/(NW)$. Therefore
$$\frac{d\Delta V_T}{dD}=\frac{q}{C}\left(1+N\frac{dW}{dD}\right)=\frac{q}{C}\left(1-\frac{s}{W}\right).$$
Of each further acceptor charge, the fraction $1-s/W$ is balanced on the gate. The fraction $s/W$ is balanced by the retreat of the depletion edge. A second differentiation gives
$$\frac{d^2\Delta V_T}{dD^2}=\frac{q}{C}\,\frac{s}{W^2}\frac{dW}{dD}=-\frac{q}{C}\frac{s^2}{NW^3}.$$
With both derivatives taken at $D=0$, where $W=W_0$, the Taylor series begins
$$\Delta V_T=\frac{q}{C}\left[D\left(1-\frac{s}{W_0}\right)-\frac{D^2s^2}{2NW_0^3}+\dots\right].$$
For $s\to0$ at fixed dose, $W\to W_0$ and the full $qD/C$ is recovered: charge at the interface uses no band bending in the semiconductor.

## When the sheet stops the depletion edge

**Proposition 1.** If $0<s<W_0$ and $D>D_c$, then $W=s$, only $D_c$ of the sheet charge is uncovered, and
$$\Delta V_T=\frac{qN(W_0-s)^2}{2sC}.$$
If $s\ge W_0$, the shift is zero.

*Proof.* Take $s<W_0$ first. An edge in front of the sheet would give $\psi=qNW^2/(2\varepsilon)$ with $W<s<W_0$, which is too small. An edge behind it would uncover the whole sheet, and $NW^2/2+Ds>Ns^2/2+D_cs=NW_0^2/2$, which is too large. The edge must therefore lie at the sheet, with a part $d$ of the dose uncovered and the rest neutralised by holes. Lemma 2 then reads $Ns^2/2+ds=NW_0^2/2$, so $d=D_c$. The net added charge is
$$D_c-N(W_0-s)=N(W_0-s)\left[\frac{W_0+s}{2s}-1\right]=\frac{N(W_0-s)^2}{2s},$$
and multiplication by $q/C$ gives the result. If $s\ge W_0$, the edge at $W_0$ already supplies the required $\psi$ and the sheet stays neutral. $\square$

The slope $(q/C)(1-s/W)$ falls to zero as $W\to s$, so the shift joins its saturated value without a kink. Saturation belongs to the sharp-edge model. With thermal holes, the potential at a heavily doped sheet falls below its bulk value, and the shift keeps rising slowly with dose. In the silicon example below, an ideally thin sheet of dose $2D_c$ then gives about 364 mV instead of the saturated 295 mV, if every acceptor in the sheet stays ionised. The hole density at the sheet is then about $4\times10^{18}\ \mathrm{cm^{-3}}$, where boron is only partly ionised; a simple model with a 45 meV acceptor level gives about 335 mV.

## Implants of finite width

**Proposition 2.** Let an added acceptor profile $a(x)\ge0$ have dose $D$ and centroid $s$. If it lies wholly within the width $W$ given by the theorem, it produces the same width and shift as a sheet at $s$.

*Proof.* With $\rho=N+a$, the added profile enters Lemma 2 through $\int_0^W x\,a\,dx=Ds$, and enters $M$ through $\int_0^W a\,dx=D$. Both equal the sheet values, so this $W$ satisfies the potential condition. No other width does, since the integral in Lemma 2 increases with $W$. $\square$

The condition matters: a tail beyond the edge is neutral and contributes to neither integral.

## The thermal depletion edge

**Proposition 3.** Let holes follow Boltzmann statistics, neglect electrons, and let the potential at the sheet be many times $v$. Then the theorem's formulas hold with $\psi$ replaced by $\psi-v$ in both $W_0$ and $W$.

*Proof.* Behind the sheet the potential obeys
$$\frac{d^2\phi}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-\phi/v}\right).$$
Multiply by $d\phi/dx$ and integrate from the deep bulk, where both $\phi$ and $E$ vanish:
$$\frac{E^2}{2}=\frac{qN}{\varepsilon}\left(\phi-v+v e^{-\phi/v}\right).$$
At the sheet the exponential is negligible. Define an effective width $W$ by writing the field just behind the sheet as $(qN/\varepsilon)(W-s)$. Then
$$\phi(s)=v+\frac{qN}{2\varepsilon}(W-s)^2 .$$
In front of the sheet holes are negligible. The potential rises from there to the surface by
$$\frac{q}{\varepsilon}\left[N(W-s)s+Ds+\frac{Ns^2}{2}\right].$$
Adding the two, and using $(W-s)^2/2+(W-s)s+s^2/2=W^2/2$, gives
$$\psi-v=\frac{q}{\varepsilon}\left(\frac{NW^2}{2}+Ds\right).$$
The surface field is $(q/\varepsilon)(NW+D)$, so $M$ keeps its form. Setting $D=0$ gives the corresponding statement for $W_0$. $\square$

## A silicon example

Take a boron-implanted silicon n-channel transistor with a thermal oxide. The rough values are $N=10^{17}\ \mathrm{cm^{-3}}$, an oxide of 7 nm with $C=0.4933\ \mathrm{\mu F/cm^2}$, $D=5\times10^{11}\ \mathrm{cm^{-2}}$ and $s=30$ nm. At 300 K, with $n_i=10^{10}\ \mathrm{cm^{-3}}$, the surface potential is $\psi=0.8334$ V and $W_0=103.8$ nm.

The sheet uses $qDs/\varepsilon=0.2320$ V of the band bending. The uniform region keeps $0.8334-0.2320=0.6014$ V, and its width scales as the square root:
$$W=103.8\ \mathrm{nm}\times\sqrt{\frac{0.6014}{0.8334}}=88.2\ \mathrm{nm}.$$
The edge retreats by 15.6 nm, which removes $1.56\times10^{11}$ bulk acceptors per $\mathrm{cm^2}$ from the charge balance. The net addition is $(5.00-1.56)\times10^{11}=3.44\times10^{11}\ \mathrm{cm^{-2}}$. The full-dose estimate is $qD/C=162.4$ mV, while the theorem gives
$$\Delta V_T=162.4\ \mathrm{mV}\times\left(1-\frac{60}{103.8+88.2}\right)=111.6\ \mathrm{mV}.$$
Nearly a third of the full-dose estimate is lost. The first-order expansion gives 115.5 mV, which is 3.4% above the theorem's value; the second-order one gives 112.2 mV, or 0.5% above. The dose is well below $D_c=1.65\times10^{12}\ \mathrm{cm^{-2}}$.

With dose, doping and surface potential fixed, the depth has a strong effect:

| $s$ (nm) | $W$ (nm) | $\Delta V_T$ (mV) |
|---|---|---|
| 10 | 98.9 | 146.4 |
| 30 | 88.2 | 111.6 |
| 60 | 69.1 | 49.7 |
| 90 | 90.0 | 3.4 |

The last row belongs to Proposition 1: at 90 nm the limiting dose is only $1.49\times10^{11}\ \mathrm{cm^{-2}}$, so the edge stops at the sheet. This is why the width is larger there than in the row above. The shift in this row is only a sharp-edge value. So close to $W_0$ the sheet lies in the thermal tail of the depletion edge, and with Boltzmann holes an ideally thin sheet gives about 12 mV instead of 3.4 mV. For the same reason the zero shift for $s\ge W_0$ is also a sharp-edge result: with Boltzmann holes a sheet at 110 nm still gives about 3.5 mV.

In the numerical tests of the sharp-edge model, Poisson's equation is integrated twice and the edge is found by a search. A Gaussian sheet with standard deviation 0.05 nm reproduces the shift of 111.64 mV. Two Gaussian peaks of standard deviation 3 nm, with three quarters of the dose at 20 nm and one quarter at 60 nm, have their centroid at 30 nm and give the same 111.64 mV. For the narrow sheet with dose $2D_c$, the integration gives 295.6 mV against the saturated value of 294.9 mV. The small excess fits the finite sheet width: the uncovered front half has its centroid about 0.04 nm in front of the sheet centre.

## What the model leaves out

**Mobile carriers.** The potential at the sheet is 0.262 V, about ten times $v=25.85$ mV, so Proposition 3 applies. It gives 110.69 mV, and a numerical solution of the Poisson–Boltzmann equation with holes alone gives the same value. Including electrons lowers the result to 109.37 mV; halving the mesh spacing from 0.2 to 0.1 nm changes this by less than 0.01 mV.

The effect of the electrons can be traced. In a nearly constant surface field $F$, the classical electron density falls as $e^{-Fx/v}$, so the inversion layer holds $n(0)v/F$ electrons per area. The sheet raises $F$ from 0.1606 to 0.2137 MV/cm. At fixed $n(0)=10^{17}\ \mathrm{cm^{-3}}$, this number drops from $1.61\times10^{10}$ to $1.21\times10^{10}\ \mathrm{cm^{-2}}$. The loss of $0.40\times10^{10}\ \mathrm{cm^{-2}}$ corresponds to $-1.3$ mV, as found.

**Implant width.** A Gaussian with a standard deviation of 12 nm, cut off at the surface and normalised to the same dose, has its centroid at 30.21 nm. The full solution gives 108.99 mV, or 0.38 mV less than for the sharp sheet. The centroid accounts for this. At fixed dose, $dW/ds=-D/(NW)$, hence $d\Delta V_T/ds=-qD/(CW)=-1.84$ mV/nm, and a displacement of 0.21 nm gives $-0.39$ mV.

**The threshold criterion.** A larger correction appears if threshold is defined by a fixed inversion charge. Because the sheet raises the surface field, the electrons are confined more tightly and the surface potential must increase by some $\delta\psi$. Classically, $e^{\psi/v}/F$ must stay constant. With the fields kept at the values found above, which neglects their small further change with $\delta\psi$, this gives
$$\delta\psi=v\ln\frac{0.2137}{0.1606}=7.4\ \mathrm{mV}.$$
The gate voltage rises by more than this, since the depletion charge grows too. From $\psi=(q/\varepsilon)(NW^2/2+Ds)$ at fixed $D$ follows $qN\,dW=(\varepsilon/W)\,d\psi$, so to first order the factor is
$$1+\frac{\varepsilon}{CW}=1+\frac{11.7}{3.9}\times\frac{7.0}{88.2}=1.24,$$
where 11.7 and 3.9 are the relative permittivities of silicon and oxide. The shift becomes about 121 mV.

Quantum confinement increases the correction. In a triangular well the level energies, measured from the band edge at the surface, scale as $F^{2/3}$. With the same two fields, a Boltzmann sum over the subbands of a silicon (100) surface gives $\delta\psi\approx16$ mV and a shift of about 131 mV. This estimate treats the surface field as constant across the inversion layer.

**Temperature and fields.** At 400 K, a rough scaling of the intrinsic density gives $n_i=3.5\times10^{12}\ \mathrm{cm^{-3}}$ and lowers $\psi$ to 0.708 V. The smaller $W_0$ makes the loss at the depletion edge a larger fraction, and the theorem gives about 106 mV. Measured values of $n_i$ at 400 K are nearer $5.5\times10^{12}\ \mathrm{cm^{-3}}$, which gives $\psi=0.68$ V and 105 mV. Mobile carriers matter more at this temperature and lower either value by about 4 mV. At threshold and 300 K the oxide field is 0.64 MV/cm, far below the breakdown field of a good thermal oxide, roughly 10 MV/cm. In the silicon, the band bending of 0.83 V is less than the gap of 1.12 eV divided by $q$. Without drain or substrate bias, the bulk valence band therefore does not overlap in energy with the surface conduction band, and there is no direct band-to-band tunnelling path between them.

**Comparison with real devices.** The doping, oxide thickness and dose are of the order used in silicon transistors with gates of a few tenths of a micrometre. The 12 nm straggle is an illustrative value for a narrow profile. Boron implanted to this depth can be broader, and annealing spreads it further; Proposition 2 fails once an appreciable part passes the depletion edge. For the 30 nm sheet at 300 K, the largest correction estimated above comes from reading threshold at a fixed inversion charge: the shift then moves from about 112 mV to roughly 120–130 mV, depending on the treatment of confinement. Short channels also break the one-dimensional assumption, because source and drain balance part of the depletion charge; that effect is not estimated here. For a long channel, with the implant inside the depletion region and threshold set by surface potential, the dose for a desired shift follows from the theorem. The full-dose estimate $qD/C$ would be too large by 45% relative to the theorem's value in this example. The remaining values are in the numerical output.

## Calculated quantities

```
Acceptor density N = 1.00e+17 cm^-3
Sheet dose D = 5.00e+11 cm^-2, depth s = 30.0 nm
Oxide thickness = 7.0 nm, C = 0.4933 uF/cm2
Relative permittivities: Si 11.7, oxide 3.9
T = 300 K, kT/q = 25.85 mV, n_i = 1.0e+10 cm^-3
Surface potential = 0.8334 V
Width without sheet W0 = 103.81 nm
Width with sheet W = 88.19 nm, by integration 88.19 nm
Width reduction = 15.63 nm
Bulk acceptors without sheet N*W0 = 1.0381e+12 cm^-2
Bulk acceptors lost N*(W0-W) = 1.5625e+11 cm^-2
Net added acceptors = 3.4375e+11 cm^-2
Potential drop due to sheet q*D*s/eps = 0.2320 V
Potential at sheet = 0.2618 V
Full-dose estimate q*D/C = 162.39 mV
Threshold shift = 111.64 mV, by integration 111.64 mV
Shift / full-dose estimate = 0.6875
First-order shift = 115.46 mV
Second-order shift = 112.20 mV
Slope = 21.430 mV per 1e11 cm^-2, numeric 21.430
Limiting dose Dc = 1.646e+12 cm^-2
Saturated shift = 294.9 mV, by integration 295.6 mV
Two-peak profile, same centroid: shift = 111.64 mV
Depth (nm), width (nm), shift (mV), limiting dose (cm^-2), at dose D:
   10    98.88   146.37  5.338e+12
   30    88.19   111.64  1.646e+12
   60    69.11    49.70  5.981e+11
   90    90.00     3.44  1.487e+11
Thermal-edge formula = 110.69 mV, holes-only solver 110.69 mV
Full solver, sharp sheet = 109.37 mV
Mesh 0.2 to 0.1 nm changes this by -0.0016 mV
Implant straggle = 12.0 nm, centroid = 30.21 nm
Full solver, implant with straggle = 108.99 mV
Surface field without sheet = 0.1606 MV/cm
Surface field with sheet = 0.2137 MV/cm
Field step at sheet = 0.0773 MV/cm
Oxide field with sheet = 0.641 MV/cm
Fixed inversion charge instead of fixed surface potential:
  classical: extra bending 7.39 mV, shift 120.79 mV
  subbands: extra bending 15.87 mV, shift 131.26 mV
At 400 K: n_i = 3.46e+12 cm^-3 (gap 1.12 eV)
  surface potential = 0.7081 V, shift = 106.44 mV
```
